# Why a 3d-only valence misplaces the Ga 3d level in GW: a program that tests the result

```python
# Result under test: a 3d-only valence space, unscreened with LDA, misplaces
# the Ga 3d level in GW. At exchange level the error is
#   Delta_x = <Vx[n] - Vx[n_val]> - <Sigma_x,core>,
# n = full density, n_val = valence density, Sigma_x,core = core Fock exchange.
# Positive errors mean that a level is too high. Internal unit: hartree;
# printed energies: eV; printed lengths: bohr. Free closed-shell Ga ions.
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.constants import physical_constants, fine_structure, k, e
from sympy.physics.wigner import wigner_3j
from pyscf import gto, dft, df, scf

EV = physical_constants['Hartree energy in eV'][0]
SHELLS = {'1s': (0, 0), '2s': (0, 1), '2p': (1, 0), '3s': (0, 2),
          '3p': (1, 1), '3d': (2, 0), '4s': (0, 3)}
CLOSED = ['1s', '2s', '2p', '3s', '3p', '3d']
D_ONLY, FULL_SHELL = ['3d'], ['3s', '3p', '3d']
AXIAL = {0: 0, 1: 2, 2: 2, 3: 3}   # component that is nonzero on the z axis


def tempered(l, smallest, ratio, count):
    return [[l, [smallest * ratio**j, 1.0]] for j in range(count)]


SPD = (tempered(0, 0.05, 2.4, 20) + tempered(1, 0.05, 2.4, 14)
       + tempered(2, 0.10, 2.4, 10))
F_SET = tempered(3, 0.8, 2.5, 5)


def component(mol, l, m):
    start = mol.ao_loc_nr()
    return np.array([start[s] + m for s in range(mol.nbas)
                     if mol.bas_angular(s) == l])


def spread(mol, l, coeff):
    out = np.zeros((mol.nao_nr(), 2 * l + 1))
    for m in range(2 * l + 1):
        out[component(mol, l, m), m] = coeff
    return out


def radial_blocks(mol, fock, overlap, ls=(0, 1, 2)):
    result = {}
    for l in ls:
        idx = component(mol, l, AXIAL[l])
        result[l] = eigh(fock[np.ix_(idx, idx)], overlap[np.ix_(idx, idx)])
    return result


def xc_matrix(ao, weights, dm, functional):
    rho = np.maximum(((ao @ dm) * ao).sum(axis=1), 0.0)
    v = np.ravel(dft.libxc.eval_xc(functional, rho)[1][0])
    return ao.T @ (ao * (weights * v)[:, None])


def coulomb(dm):
    return scf.hf.dot_eri_dm(ERI, dm, hermi=1, with_k=False)[0]


def expect(v, matrix):
    return float(v @ matrix @ v)


base = gto.M(atom='Ga', basis={'Ga': SPD}, charge=3, verbose=0)
ERI = base.intor('int2e', aosym='s8')
OVERLAP = base.intor('int1e_ovlp')


def solve_ion(charge, relativistic=False):
    mol = gto.M(atom='Ga', basis={'Ga': SPD}, charge=charge, verbose=0)
    mf = dft.RKS(mol)
    if relativistic:
        mf = mf.sfx2c1e()
    mf.xc = 'lda,vwn'
    mf.grids.atom_grid = {'Ga': (150, 110)}
    mf.grids.prune = None
    mf.conv_tol = 1e-9
    mf._eri = ERI
    mf.kernel()
    assert mf.converged
    ion = SimpleNamespace(mol=mol, fock=mf.get_fock())
    ion.names = CLOSED + (['4s'] if charge == 1 else [])
    ion.blocks = radial_blocks(mol, ion.fock, OVERLAP)
    ion.vec, ion.energy, ion.dm = {}, {}, {}
    for name, (l, j) in SHELLS.items():
        energies, coeff = ion.blocks[l]
        ion.vec[name] = spread(mol, l, coeff[:, j])
        ion.energy[name] = energies[j]
        ion.dm[name] = 2 * ion.vec[name] @ ion.vec[name].T
    ion.ao = mol.eval_gto('GTOval_sph', mf.grids.coords)
    ion.weights = mf.grids.weights
    stack = np.array([ion.dm[s] for s in ion.names])
    kmat = scf.hf.dot_eri_dm(ERI, stack, hermi=1, with_j=False)[1]
    ion.sigma_x = {s: -0.5 * kmat[i] for i, s in enumerate(ion.names)}
    return ion


def density(ion, names):
    return sum(ion.dm[s] for s in names)


def potential(ion, names, functional):
    return xc_matrix(ion.ao, ion.weights, density(ion, names), functional)


def exchange_error(ion, level, valence):
    v = ion.vec[level][:, AXIAL[SHELLS[level][0]]]
    local = potential(ion, ion.names, 'lda,') - potential(ion, valence, 'lda,')
    core = sum(ion.sigma_x[s] for s in ion.names if s not in valence)
    return expect(v, local - core), expect(v, local), expect(v, core)


ga3 = solve_ion(3)
ga1 = solve_ion(1)
ga3_rel = solve_ion(3, relativistic=True)
d_vec, s_vec = ga3.vec['3d'][:, 2], ga3.vec['4s'][:, 0]

# Radial road: orbitals on a logarithmic grid, Slater integrals by quadrature.
r = np.exp(np.linspace(np.log(1e-5), np.log(25.0), 4000))


def radial(name, squeeze=1.0):
    l = SHELLS[name][0]
    points = np.zeros((r.size, 3))
    points[:, 2] = squeeze * r
    psi = base.eval_gto('GTOval_sph', points) @ ga3.vec[name][:, AXIAL[l]]
    return np.sqrt(squeeze) * squeeze * r * psi / np.sqrt((2*l + 1)/(4*np.pi))


def slater_exchange(name, p_shell):
    l = SHELLS[name][0]
    pair = p_d * p_shell
    total = 0.0
    for rank in range(abs(2 - l), 2 + l + 1, 2):
        inner = cumulative_trapezoid(pair * r**rank * r, np.log(r), initial=0)
        g = 2 * trapezoid(pair * inner / r**rank, np.log(r))
        total -= (2*l + 1) * float(wigner_3j(2, rank, l, 0, 0, 0)**2) * g
    return total


p_d = radial('3d')
P = {s: radial(s) for s in CLOSED + ['4s']}
mean_r = {s: trapezoid(P[s]**2 * r**2, np.log(r)) for s in P}
shared = {s: trapezoid(abs(P[s] * p_d) * r, np.log(r)) for s in P}
for s in P:
    assert abs(trapezoid(P[s]**2 * r, np.log(r)) - 1) < 1e-4
shell_x = {s: expect(d_vec, ga3.sigma_x[s]) for s in CLOSED}
for s in CLOSED:
    assert abs(shell_x[s] - slater_exchange(s, P[s])) * EV < 0.02


def squeezed_error(squeeze):
    ps, pp = radial('3s', squeeze), radial('3p', squeeze)
    nd = 10 * p_d**2 / (4*np.pi*r**2)
    nc = (2*ps**2 + 6*pp**2) / (4*np.pi*r**2)
    local = -(3/np.pi)**(1/3) * ((nd + nc)**(1/3) - nd**(1/3))
    fock = slater_exchange('3s', ps) + slater_exchange('3p', pp)
    return trapezoid(p_d**2 * local * r, np.log(r)) - fock


err_d, local_d, fock_d = exchange_error(ga3, '3d', D_ONLY)
err_n3, local_n3, fock_n3 = exchange_error(ga3, '3d', FULL_SHELL)
squeeze_result = {q: squeezed_error(q) for q in (1, 2, 4, 8)}
assert abs(err_d - err_n3 - squeeze_result[1]) * EV < 0.03
assert err_d * EV > 1.0 and abs(err_n3) < abs(err_d)
assert abs(squeeze_result[8]) < 0.1 * abs(squeeze_result[1])
assert abs(squeeze_result[4]) < abs(squeeze_result[1])

# Diagonalization in the d channel instead of a first-order expectation value.


def d_level(valence):
    h = (ga3.fock - potential(ga3, valence, 'lda,')
         + sum(ga3.sigma_x[s] for s in valence))
    return radial_blocks(base, h, OVERLAP, (2,))[2][0][0]


diagonal_error = d_level(D_ONLY) - d_level(CLOSED)
assert abs(diagonal_error - err_d) < 0.3 * abs(err_d)

# The same 3d-only potential within LDA: made for Ga3+, used for Ga+.
dm_v = ga3.dm['3d']
v_ion = ga3.fock - coulomb(dm_v) - potential(ga3, D_ONLY, 'lda,vwn')
dm_v, previous = density(ga1, ['3d', '4s']), 0.0
for _ in range(14):
    h = v_ion + coulomb(dm_v) + xc_matrix(ga1.ao, ga1.weights, dm_v, 'lda,vwn')
    blocks = radial_blocks(base, h, OVERLAP, (0, 2))
    new_d = spread(base, 2, blocks[2][1][:, 0])
    new_s = spread(base, 0, blocks[0][1][:, 3])
    dm_v = 0.4 * dm_v + 1.2 * (new_d @ new_d.T + new_s @ new_s.T)
    change, previous = blocks[2][0][0] - previous, blocks[2][0][0]
transfer_error = previous - ga1.energy['3d']
assert abs(change) * EV < 0.01
assert abs(transfer_error) < 0.25 * abs(err_d)

# GW correlation for Ga3+: RPA excitations with additional f functions.
molf = gto.M(atom='Ga', basis={'Ga': SPD + F_SET}, charge=3, verbose=0)
n_spd, n_all = base.nao_nr(), molf.nao_nr()
assert np.allclose(molf.intor('int1e_ovlp')[:n_spd, :n_spd], OVERLAP)
sl = (base.nbas, molf.nbas, base.nbas, molf.nbas, 0, base.nbas, 0, base.nbas)
ff = molf.intor('int2e', shls_slice=sl).reshape(
    (n_all - n_spd)**2, n_spd**2)
dm_pad = np.zeros((n_all, n_all))
dm_pad[:n_spd, :n_spd] = density(ga3, CLOSED)
grid = dft.gen_grid.Grids(molf)
grid.atom_grid, grid.prune = {'Ga': (150, 110)}, None
grid.build()
ao_f = molf.eval_gto('GTOval_sph', grid.coords)
fock_f = (molf.intor('int1e_kin') + molf.intor('int1e_nuc')
          + xc_matrix(ao_f, grid.weights, dm_pad, 'lda,vwn'))
fock_f[n_spd:, n_spd:] += (ff @ density(ga3, CLOSED).ravel()).reshape(
    n_all - n_spd, n_all - n_spd)
del ff
all_blocks = dict(ga3.blocks)
all_blocks.update(radial_blocks(molf, fock_f, molf.intor('int1e_ovlp'), (3,)))

columns, energy, tags, ang = [], [], [], []


def add_orbitals(l, j, tag):
    energies, coeff = all_blocks[l]
    columns.append(spread(molf, l, coeff[:, j]))
    energy.extend([energies[j]] * (2*l + 1))
    tags.extend([tag] * (2*l + 1))
    ang.extend([l] * (2*l + 1))


for s in CLOSED:
    add_orbitals(*SHELLS[s], s)
i_s = len(tags)
i_d = tags.index('3d') + 2
for l, filled in ((0, 3), (1, 2), (2, 1), (3, 0)):
    for j in range(filled, len(all_blocks[l][0])):
        if all_blocks[l][0][j] < 100.0:
            add_orbitals(l, j, 'virtual')
mo, energy = np.hstack(columns), np.array(energy)
aux = sum((tempered(l, 0.1, 2.0, c)
           for l, c in enumerate((17, 17, 15, 13, 12, 11))), [])
auxmol = df.make_auxmol(molf, {'Ga': aux})
three = df.incore.aux_e2(molf, auxmol, intor='int3c2e', aosym='s1')
metric_e, metric_v = np.linalg.eigh(auxmol.intor('int2c2e'))
keep = metric_e > 1e-10 * metric_e.max()
half = metric_v[:, keep] / np.sqrt(metric_e[keep])
three = np.tensordot(mo.T, three, axes=(1, 0))
three = np.tensordot(three, mo, axes=(1, 0))
B = np.ascontiguousarray(np.tensordot(half.T, three, axes=(1, 1)))
occupied_all = [i for i, t in enumerate(tags) if t != 'virtual']
fitted_x = -sum(float(B[:, i_d, i] @ B[:, i_d, i]) for i in occupied_all)
assert abs(fitted_x - sum(shell_x.values())) * EV < 0.05


def transitions(valence, with_f=True):
    occ = [i for i, t in enumerate(tags) if t in valence]
    vir = [i for i, t in enumerate(tags)
           if t == 'virtual' and (with_f or ang[i] < 3)]
    gap = (energy[vir][None, :] - energy[occ][:, None]).ravel()
    pair = B[:, occ][:, :, vir].reshape(B.shape[0], -1)
    return occ, vir, gap, pair


def correlation(valence, with_f=True):
    occ, vir, gap, pair = transitions(valence, with_f)
    scaled = pair * np.sqrt(gap)
    omega2, modes = eigh(4 * scaled.T @ scaled + np.diag(gap**2))
    omega = np.sqrt(omega2)
    amplitude = np.sqrt(2) * (scaled @ modes) / np.sqrt(omega)
    inner = occ + vir
    sign = np.array([1.0]*len(occ) + [-1.0]*len(vir))[:, None]
    weight = {n: (B[:, n, inner].T @ amplitude)**2 for n in (i_d, i_s)}
    pole = energy[inner][:, None] - sign * omega[None, :]
    return lambda n, w: float(np.sum(weight[n] / (w - pole)))


sigma_d = correlation(D_ONLY)
sigma_n3 = correlation(FULL_SHELL)
sigma_all = correlation(CLOSED)

# Independent evaluation by integrating screened interaction on imaginary axis.
occ, vir, gap, pair = transitions(D_ONLY)
middle = 0.5 * (energy[i_d] + energy[i_s])
x, wx = np.polynomial.legendre.leggauss(48)
imaginary_sum = 0.0
legs = B[:, i_d, occ + vir]
offset = middle - energy[occ + vir]
for freq, wt in zip((1 + x)/(1 - x), 2*wx/(1 - x)**2):
    bubble = -4 * (pair * (gap/(gap**2 + freq**2))) @ pair.T
    screened = np.linalg.solve(np.eye(len(bubble)) - bubble, bubble @ legs)
    diagonal = np.sum(legs * screened, axis=0)
    imaginary_sum -= wt/np.pi * np.sum(diagonal*offset/(offset**2 + freq**2))
assert abs(imaginary_sum - sigma_d(i_d, middle)) * EV < 0.005


def quasiparticle(level, valence, sigma, explicit_core_exchange=False):
    n, v = (i_d, d_vec) if level == '3d' else (i_s, s_vec)
    x_shells = CLOSED if explicit_core_exchange else valence
    static = (sum(ga3.sigma_x[s] for s in x_shells)
              - potential(ga3, x_shells, 'lda,')
              - potential(ga3, valence, ',vwn'))
    start = ga3.energy[level] + expect(v, static)
    value = ga3.energy[level]
    for _ in range(60):
        old, value = value, start + sigma(n, value)
    assert abs(value - old) * EV < 1e-4
    return value


qp = {(level, label): quasiparticle(level, val, sig, fock)
      for level in ('3d', '4s')
      for label, val, sig, fock in (
          ('all shells', CLOSED, sigma_all, False),
          ('3d only', D_ONLY, sigma_d, False),
          ('3s3p3d', FULL_SHELL, sigma_n3, False),
          ('3d + core Fock', D_ONLY, sigma_d, True))}
gw_error = {key: value - qp[key[0], 'all shells'] for key, value in qp.items()}
assert gw_error['3d', '3d only'] * EV > 1.0
assert abs(gw_error['3d', '3s3p3d']) < abs(gw_error['3d', '3d only'])
assert abs(gw_error['3d', '3d + core Fock']) < abs(gw_error['3d', '3d only'])
error_no_f = (quasiparticle('3d', D_ONLY, correlation(D_ONLY, False))
              - quasiparticle('3d', CLOSED, correlation(CLOSED, False)))

# Sizes of effects outside the nonrelativistic free-ion model.
err_ga1 = exchange_error(ga1, '3d', ['3d', '4s'])[0]
err_rel = exchange_error(ga3_rel, '3d', D_ONLY)[0]
electrons = sum((2 if s[1] == 's' else 6 if s[1] == 'p' else 10) * P[s]**2
                for s in CLOSED)
enclosed = cumulative_trapezoid(electrons * r, np.log(r), initial=0)
spin_orbit = 1.25 * fine_structure**2 * trapezoid(
    p_d**2 * (31 - enclosed) / r**2, np.log(r))

print('Ga3+ LDA; basis functions s,p,d:', n_spd, '; with f:', n_all)
for s in ('2p', '3s', '3p', '3d', '4s'):
    print(f'{s}: LDA level {ga3.energy[s]*EV:.2f} eV, '
          f'mean radius {mean_r[s]:.3f} bohr')
for s in ('2s', '2p', '3s', '3p'):
    print(f'Integral of |P_{s} P_3d|: {shared[s]:.3f} (no unit)')
for s in CLOSED:
    print(f'Fock exchange of 3d with {s}: {shell_x[s]*EV:.2f} eV')
print(f'3d-only: core Fock exchange on 3d {fock_d*EV:.2f} eV')
print(f'3d-only: LDA exchange replacing it {local_d*EV:.2f} eV')
print(f'3d-only: exchange error of 3d {err_d*EV:.2f} eV')
print(f'3s3p3d: core Fock exchange on 3d {fock_n3*EV:.2f} eV')
print(f'3s3p3d: LDA exchange replacing it {local_n3*EV:.2f} eV')
print(f'3s3p3d: exchange error of 3d {err_n3*EV:.2f} eV')
print(f'3d-only error by diagonalization {diagonal_error*EV:.2f} eV')
for q, value in squeeze_result.items():
    print(f'3s,3p part of error, radii divided by {q}: {value*EV:.3f} eV')
print(f'Ga+ all-electron LDA 3d level {ga1.energy["3d"]*EV:.2f} eV')
print(f'Ga+ LDA 3d error of transferred potential {transfer_error*EV:.3f} eV')
for key, value in qp.items():
    print(f'GW {key[0]}, {key[1]}: {value*EV:.2f} eV, '
          f'error {gw_error[key]*EV:.2f} eV')
print(f'GW 3d-only error of 3d without f functions {error_no_f*EV:.2f} eV')
print(f'3d-only exchange error in Ga+ {err_ga1*EV:.2f} eV')
print(f'3d-only exchange error, scalar relativistic {err_rel*EV:.2f} eV')
rel_shift = ga3_rel.energy['3d'] - ga3.energy['3d']
print(f'Scalar-relativistic shift of LDA 3d level {rel_shift*EV:.2f} eV')
print(f'Estimated 3d spin-orbit splitting {spin_orbit*EV:.2f} eV')
print(f'Thermal energy at 300 K {k*300/e:.4f} eV')
print(f'Sigma_c check, RPA modes {sigma_d(i_d, middle)*EV:.4f} eV')
print(f'Sigma_c check, imaginary axis {imaginary_sum*EV:.4f} eV')
print('ALL CHECKS PASSED')
```

Running it gives:

```
Ga3+ LDA; basis functions s,p,d: 112 ; with f: 147
2p: LDA level -1124.35 eV, mean radius 0.192 bohr
3s: LDA level -176.14 eV, mean radius 0.664 bohr
3p: LDA level -131.03 eV, mean radius 0.684 bohr
3d: LDA level -53.22 eV, mean radius 0.784 bohr
4s: LDA level -36.07 eV, mean radius 1.964 bohr
Integral of |P_2s P_3d|: 0.418 (no unit)
Integral of |P_2p P_3d|: 0.369 (no unit)
Integral of |P_3s P_3d|: 0.936 (no unit)
Integral of |P_3p P_3d|: 0.951 (no unit)
Fock exchange of 3d with 1s: -0.02 eV
Fock exchange of 3d with 2s: -1.34 eV
Fock exchange of 3d with 2p: -3.85 eV
Fock exchange of 3d with 3s: -2.96 eV
Fock exchange of 3d with 3p: -10.93 eV
Fock exchange of 3d with 3d: -39.10 eV
3d-only: core Fock exchange on 3d -19.10 eV
3d-only: LDA exchange replacing it -10.64 eV
3d-only: exchange error of 3d 8.46 eV
3s3p3d: core Fock exchange on 3d -5.21 eV
3s3p3d: LDA exchange replacing it -3.78 eV
3s3p3d: exchange error of 3d 1.43 eV
3d-only error by diagonalization 8.49 eV
3s,3p part of error, radii divided by 1: 7.031 eV
3s,3p part of error, radii divided by 2: 4.726 eV
3s,3p part of error, radii divided by 4: 0.183 eV
3s,3p part of error, radii divided by 8: -0.301 eV
Ga+ all-electron LDA 3d level -28.37 eV
Ga+ LDA 3d error of transferred potential 0.001 eV
GW 3d, all shells: -63.21 eV, error 0.00 eV
GW 3d, 3d only: -56.37 eV, error 6.84 eV
GW 3d, 3s3p3d: -61.94 eV, error 1.27 eV
GW 3d, 3d + core Fock: -64.16 eV, error -0.96 eV
GW 4s, all shells: -30.10 eV, error 0.00 eV
GW 4s, 3d only: -29.24 eV, error 0.86 eV
GW 4s, 3s3p3d: -29.88 eV, error 0.23 eV
GW 4s, 3d + core Fock: -30.24 eV, error -0.14 eV
GW 3d-only error of 3d without f functions 7.57 eV
3d-only exchange error in Ga+ 8.34 eV
3d-only exchange error, scalar relativistic 8.41 eV
Scalar-relativistic shift of LDA 3d level 0.37 eV
Estimated 3d spin-orbit splitting 0.46 eV
Thermal energy at 300 K 0.0259 eV
Sigma_c check, RPA modes 1.5227 eV
Sigma_c check, imaginary axis 1.5227 eV
ALL CHECKS PASSED
```
